# Why the anisotropy barrier of coupled easy-axis spins grows linearly

**Question.** A spin $S$ with the energy $-DS_z^2$ must climb a barrier $DS^2$ to reverse, if $S$ is an integer. Let $N$ identical spins $s$, each with its own easy-axis energy, be coupled ferromagnetically and so stiffly that they turn as one. The total spin becomes $S=Ns$. The formula seems to promise a barrier $N^2$ times higher, yet the collective barrier grows only in proportion to $N$ when $N$ is large. Where does the other factor of $N$ go?

**Answer.**

### The mechanism: each spin brings its own anisotropy once

Take $N$ spins $s\ge 1$ with parallel easy axes along $z$. Spins are measured in units of $\hbar$, so $d$ and $J$ are energies:

$$H=-d\sum_{i=1}^{N}s_{iz}^2-J\sum_{\rm bonds}\mathbf s_i\cdot\mathbf s_j,\qquad d>0,\quad J\ge 0 .$$

The anisotropy is a sum of $N$ one-spin terms. The exchange depends only on the angles between spins, so it does not change when all of them turn together. Its part in a rigid rotation is to hold the spins parallel.

The cost of such a rotation follows from one spin. Let it point fully along a direction at angle $\theta$ to $z$. Write $s_z=\cos\theta\,s_\parallel-\sin\theta\,s_\perp$, where $s_\parallel$ is the component along its own direction. In this state $\langle s_\parallel^2\rangle=s^2$. The rest of $\mathbf s^2=s(s+1)$ is shared equally by the two transverse components, so $\langle s_\perp^2\rangle=[s(s+1)-s^2]/2=s/2$. The cross terms vanish because $\langle s_\perp\rangle=0$. Hence

$$\langle s_z^2\rangle=s^2\cos^2\theta+\frac{s}{2}\sin^2\theta,$$

$$d\left(s^2-\langle s_z^2\rangle\right)=d\,s\left(s-\tfrac12\right)\sin^2\theta .$$

For $N$ parallel spins this cost is multiplied by $N$. Nothing in the anisotropy counts pairs of spins, so nothing supplies $N^2$.

The formula $DS^2$ must agree with this count. It can do so only if $D$ itself falls roughly as $1/N$ when spins are added.

### The formula: how $D$ depends on $N$

Suppose first that exchange is stiff enough to keep the cluster in the multiplet $S=Ns$, with states $|S,M\rangle$. The exchange energy is constant there. In the fully stretched state every pair has pair spin $2s$. The total lowering operator commutes with $(\mathbf s_i+\mathbf s_j)^2$, so this remains true for every $M$, and

$$\mathbf s_i\cdot\mathbf s_j=\frac{2s(2s+1)-2s(s+1)}{2}=s^2 .$$

The operator $\sum_i[s_{iz}^2-s(s+1)/3]$ transforms under rotations like $3z^2-r^2$: it is the axial component of a rank-2 tensor. So is $S_z^2-S(S+1)/3$. By the Wigner–Eckart theorem, two such components are proportional inside a multiplet of fixed $S$:

$$\sum_i\left[s_{iz}^2-\frac{s(s+1)}{3}\right]\;\to\; c\left[S_z^2-\frac{S(S+1)}{3}\right].$$

One state is enough to fix $c$. In the stretched state $s_{iz}=s$ and $S_z=S$. Since $s^2-s(s+1)/3=s(2s-1)/3$, and likewise for $S$,

$$N\,\frac{s(2s-1)}{3}=c\,\frac{S(2S-1)}{3}.$$

With $S=Ns$ this gives $c=(2s-1)/(2S-1)$. Multiplication by $-d$ then yields

$$H_{\rm eff}=-DS_z^2+{\rm const},\qquad D=d\,\frac{2s-1}{2S-1}.$$

This is the missing factor: $D$ falls as $1/N$ for large $N$, while $S^2$ grows as $N^2$.

To define the barrier also outside the rigid model, take the lowest energy at each $M$, which $H$ conserves. The barrier is the highest of these energies, measured from $M=S$. It is the least energy needed by a reversal that changes $M$ in unit steps. In the rigid model with integer $S$ the top is at $M=0$, and

$$U=DS^2=d(2s-1)\frac{S^2}{2S-1}.$$

Because $(2S-1)(S/2+1/4)=S^2-1/4$, division gives

$$U=d(2s-1)\left[\frac S2+\frac14+\frac{1}{4(2S-1)}\right].$$

The first term equals $N\,d\,s(s-\frac12)$, the cost found from the rotation. The second is a constant and the third vanishes as $1/N$. Thus "linear" means a straight line with an offset, plus a small remainder.

For half-integer $S$ the highest levels are $M=\pm\frac12$, and the remainder is absent:

$$U=D\left(S^2-\tfrac14\right)=d(2s-1)\frac{(2S-1)(2S+1)}{4(2S-1)}=\frac{d(2s-1)(2S+1)}{4}.$$

For $s=\frac12$ there is no single-ion barrier to collect, since $s_z^2=\frac14$ in every state.

### Why $N$ spins have less than $N$ single barriers

One integer spin has the barrier $ds^2$, but in a large rigid cluster each further spin adds only about $ds(s-\frac12)$. The difference is quantum mechanical. A single spin crosses its barrier through $m=0$, where $s_z^2=0$. In the collective state $M=0$ only the sum of the $s_{iz}$ is zero, and the individual projections still fluctuate.

Let $q=\langle s_{iz}^2\rangle$ in that state. It is the same for all spins, because the multiplet $S=Ns$ is symmetric under their exchange. The barrier is then $U=Nd(s^2-q)$. Solving for $q$ and using $S/N=s$,

$$q=s^2-\frac{(2s-1)S^2}{N(2S-1)}=s\,\frac{s(2S-1)-S(2s-1)}{2S-1}=\frac{s(S-s)}{2S-1}.$$

This is zero for $N=1$ and tends to $s/2$ for large $N$, the transverse fluctuation of a spin lying in the plane. Each spin therefore keeps some of its easy-axis energy even at the top of the barrier.

The offset in $U$ has a related origin. The product state with all spins in the plane has $\langle S_z^2\rangle=S/2$, so it lies $DS/2$ below the level $M=0$. For large $N$ this difference tends to $d(2s-1)/4$, which is the constant term.

### Finite exchange can only lower this barrier

The rigid value is an upper bound for every $J\ge0$ and every arrangement of bonds. The largest eigenvalue of $\mathbf s_i\cdot\mathbf s_j$ is $s^2$, and that of $s_{iz}^2$ is also $s^2$. The stretched state reaches both for all terms at once, so it is an exact ground state. For any other $M$, the state $|S,M\rangle$ is a permitted trial state, and the variational principle gives

$$E_{\min}(M)-E_{\min}(S)\le D(S^2-M^2).$$

The highest value of the left side cannot exceed the highest value of the right side, which is $U$.

How far the true barrier falls below $U$ depends on how the spins are connected. Consider a ring with $N\ge3$ and reverse its spins one after another, using product states with definite $s_{iz}$. In such states $\langle\mathbf s_i\cdot\mathbf s_j\rangle=m_im_j$.

- Turning the first spin from $s$ to $m$ costs $2Js(s-m)$ in exchange, at most $4Js^2$.
- Later, the turning spin has one reversed and one unreversed neighbour. Its two bond energies cancel for any $m$, which costs $2Js^2$ relative to the ground state. The boundary at the other end of the reversed block costs another $2Js^2$.
- For the last spin the exchange cost is $2Js(s+m)$, again at most $4Js^2$.

The turning spin also costs $d(s^2-m^2)\le ds^2$. These states pass through every $M$, so

$$U_{\rm ring}\le 4Js^2+ds^2$$

for any $N$. At fixed $J$ and $d$, linear growth on a ring must stop.

### What would give a quadratic law

Suppose instead that the anisotropy sits in $P$ pairs, each contributing $-g\,s_{iz}s_{jz}$ with $g>0$. The rank-2 part of $s_{iz}s_{jz}$ is $s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j/3$, which equals $2s^2/3$ in the stretched state. Comparing with $S(2S-1)/3$ as before gives, for a rigid cluster with integer $S$,

$$D_{\rm pair}=\frac{2gPs^2}{S(2S-1)},\qquad U_{\rm pair}=D_{\rm pair}S^2=\frac{2gPs^2S}{2S-1}.$$

This tends to $gPs^2$. If all pairs couple equally, $P=N(N-1)/2$ and the barrier is quadratic in $N$. If only ring neighbours couple, $P=N$ and it is linear again. With $s=2$ and $g=0.01$ meV held fixed, going from 6 to 24 spins raises the all-pair barrier from 0.63 to 11.2 meV, but the ring-bond barrier only from 0.25 to 0.97 meV. In these rigid clusters, with equal terms of fixed strength, the barrier at large $N$ grows as the number of anisotropic terms in the Hamiltonian; the square of $S$ does not decide the power.

### The number: six spins $s=2$

Let six spins $s=2$ occupy the corners of a trigonal prism with nine equal bonds, $d=0.5$ meV and $J=0.4$ meV. Then $S=12$ and

$$D=0.5\times\frac{3}{23}=0.0652\ {\rm meV},$$

$$U=0.0652\times144=9.39\ {\rm meV},$$

or 109 K. Had $D$ been kept at the one-spin value, the result would have been $0.5\times144=72$ meV. With $d$ and $s$ fixed, the rigid barrier grows as follows:

| $N$ | $D$ (meV) | $U$ (meV) |
|---|---|---|
| 1 | 0.500 | 2.00 |
| 2 | 0.214 | 3.43 |
| 4 | 0.100 | 6.40 |
| 6 | 0.065 | 9.39 |

The large-$N$ slope is $0.5\times2\times1.5=1.5$ meV per spin, against 2 meV for a lone spin. At $M=0$ the six-spin cluster has $q=2\times10/23=0.87$, already close to the limit of 1.

Diagonalizing the full prism Hamiltonian for every $M$ gives a barrier of 8.71 meV, or 101 K, which is 7% below the rigid value. The loss comes from mixing with other multiplets. At $J=0.4$ meV this mixing is strong: the lowest state at $M=0$ has only 54% of its weight in $S=12$, against 98% at $J=1$ meV. For stiff exchange, second-order perturbation theory makes it proportional to $1/J$, because the energy denominators grow as $J$. The computed deficits of 0.00426 meV at $J=40$ meV and 0.00213 meV at $J=80$ meV follow this. Scaling the first to $J=0.4$ meV would predict 0.43 meV, whereas the actual deficit is 0.68 meV, so the example lies outside the leading-order regime.

A weakly coupled ring shows the stronger failure. For $J=0.1$ meV its ceiling is $4\times0.1\times4+0.5\times4=3.6$ meV. The exact barriers for $N=3$ and $N=6$ are 3.32 and 3.49 meV, while the rigid values are 4.91 and 9.39 meV.

### Beside real clusters, and as a memory element

The parameters are rough values in the regime of ferromagnetically coupled manganese(III) clusters; the regular prism is a model geometry. Six-manganese clusters with $S=12$ are known with barriers of very roughly 90 K, the same size as the result here. Real clusters have unequal bonds and break several assumptions of the model:

- **Tilted axes.** If the local axes lean by $10^\circ$ in a threefold pattern, averaging over their azimuths multiplies $D$ by $\cos^2\theta-\frac12\sin^2\theta=0.955$. The rigid barrier falls by 0.42 meV.
- **Dipolar coupling.** With prism edges of 3.2 angstrom, the edges within the triangles lower the rigid barrier by 0.25 meV. The remaining pairs more than compensate, leaving a rise of 0.04 meV. The sign of this small remainder depends on the exact shape: stretching the prism to a height of 3.6 angstrom turns the rise into a fall of 0.02 meV.
- **Tunnelling.** Add a rhombic term $e\sum_i(s_{ix}^2-s_{iy}^2)$ with $e=0.02$ meV and an assumed stray field of 10 mT along $z$. In the rigid model the rhombic term alone splits the ground pair by only $5\times10^{-20}$ meV, far less than the field bias. Going up in energy, the first pair whose splitting exceeds its field bias is $M=\pm3$, with 0.048 against 0.007 meV. It lies 8.74 meV above the ground state, so by this estimate the rhombic term and the tunnelling it allows leave an effective barrier about 7% below the rigid value.

These changes were found separately and need not add. All three are rigid-multiplet estimates, so for the prism at $J=0.4$ meV, whose top states are strongly mixed, they indicate sizes only. The tunnelling estimate also depends on the assumed field: between about 0.2 and 5 mT the pair $M=\pm4$, at 8.32 meV, opens first, and the reduction is 11%.

For a memory element, assume that reversal occurs only by thermal activation over the barrier, with the time $\tau=\tau_0e^{U/k_BT}$ and a rough attempt time $\tau_0=10^{-8}$ s. Tunnelling, which can dominate in real clusters at a few kelvin, would shorten the retention. Ten-year retention requires $U/k_BT=38.0$. The rigid six-spin cluster meets this at $109/38.0=2.9$ K, and the prism with its finite exchange at 2.7 K.

At 300 K the same condition requires 982 meV. For $s=2$ and $d=0.5$ meV the rigid barrier is close to $1.5N+0.375$ meV, so at least 655 spins are needed. A frozen $D=d$ would have suggested 23, from $0.5\times(2N)^2\ge982$. The figure of 655 is a minimum for this Hamiltonian and attempt time, because finite exchange can only lower the barrier. A tenfold change in the rough attempt time would move this minimum by about 40 spins. To approach it, the cluster must be connected stiffly enough to turn as one body. The argument used for the ring also caps compact clusters with short-range bonds. Reversing a $9\times9\times8$ simple-cubic block site by site never breaks more than 81 bonds, at $2Js^2$ each, so its barrier is at most 261 meV for $J=0.4$ meV and cannot reach 982 meV unless $J$ exceeds 1.5 meV. The exchange must also hold the spins parallel against the thermal energy, 26 meV at 300 K; with only a few neighbours per spin, the 0.4 meV used above is far too weak for that. A ring with the weak exchange above would never get there, however many spins it had. The numerical output below gives the remaining values.

## Calculated quantities

```
spin s = 2, number N = 6, total spin S = 12
one-spin anisotropy d = 0.500 meV, exchange J = 0.400 meV
collective D for N = 6: 0.06522 meV; D/d = 0.13043
N = 1: D = 0.50000 meV, rigid barrier = 2.0000 meV, per spin = 2.0000 meV
N = 2: D = 0.21429 meV, rigid barrier = 3.4286 meV, per spin = 1.7143 meV
N = 3: D = 0.13636 meV, rigid barrier = 4.9091 meV, per spin = 1.6364 meV
N = 4: D = 0.10000 meV, rigid barrier = 6.4000 meV, per spin = 1.6000 meV
N = 5: D = 0.07895 meV, rigid barrier = 7.8947 meV, per spin = 1.5789 meV
N = 6: D = 0.06522 meV, rigid barrier = 9.3913 meV, per spin = 1.5652 meV
large-N slope per spin = 1.5000 meV
mean s_iz^2 at M = 0, N = 6: 0.8696 (limit s/2 = 1.0000)
barrier if D were frozen at d, N = 6: 72.00 meV
rigid barrier, N = 6: 9.3913 meV = 109.0 K
exact prism sector barrier: 8.7130 meV = 101.1 K
  reached at M = 0; fraction of rigid value = 0.9278
prism deficit from rigid value at J = 40 meV: 0.00426 meV
prism deficit from rigid value at J = 80 meV: 0.00213 meV
weak ring J = 0.10 meV, N-independent ceiling = 3.600 meV
  ring N = 3: exact sector barrier = 3.3175 meV
  ring N = 4: exact sector barrier = 3.4117 meV
  ring N = 5: exact sector barrier = 3.4825 meV
  ring N = 6: exact sector barrier = 3.4869 meV
pair anisotropy g = 0.010 meV, barriers all pairs / ring bonds:
  N = 6: 0.626 meV / 0.250 meV
  N = 12: 2.696 meV / 0.490 meV
  N = 24: 11.156 meV / 0.970 meV
axis tilt 10 deg: factor 0.9548, barrier change -0.425 meV
edge = 3.2 angstrom; dipolar barrier change, whole prism: 0.0435 meV
  part from edges inside the two triangles: -0.2462 meV
rhombic e = 0.020 meV, collective E = 0.002609 meV
ground tunnel splitting = 4.98e-20 meV
stray field = 10 mT; first open tunnel pair m = +/-3
  its splitting = 0.0475 meV, bias = 0.0069 meV
  its energy above ground = 8.738 meV
attempt time = 1e-08 s, retention = 10 years, log ratio = 37.99
retention temperature: rigid 2.87 K, exact prism 2.66 K
barrier needed at 300 K = 982.1 meV
spins needed at 300 K: true law at least 655, frozen D 23
```
